# Detailed balance for elastic energy transfer in a Maxwellian monatomic gas, part 2

Neutral metal atoms sputtered into the argon of an ion source exchange energy with the gas in elastic two-body collisions. We seek the rates of these transfers, both losses and gains.

The tracked atom has mass $m$, velocity $\mathbf v$ and energy $E=mv^2/2$; primes mark values after a collision. The gas atoms have mass $M$, velocity $\mathbf V$, number density $n$ and, without drift, the Maxwell distribution at temperature $T$,
$$f_M(\mathbf V)=\left(\frac{M}{2\pi kT}\right)^{3/2}e^{-MV^2/2kT}.$$
$f_m$ is the same with $m$ for $M$. The centre-of-mass velocity is $\mathbf G$, the relative velocity is $\mathbf g=\mathbf v-\mathbf V$, and $\mu=mM/(m+M)$. A collision turns $\hat{\mathbf g}$ into $\hat{\mathbf g}'$, with solid angle element $d\Omega'$, at fixed $\mathbf G$ and $g$:
$$\mathbf v=\mathbf G+b\,\mathbf g,\qquad b=\frac{M}{m+M}. \tag{5}$$
$$\mathbf v'=\mathbf G+b\,g\,\hat{\mathbf g}',\qquad \cos\chi=\hat{\mathbf g}\cdot\hat{\mathbf g}'. \tag{7}$$

$W(\mathbf v\to\mathbf v')\,d^3v'$ is the collision rate into $d^3v'$, and $K(E\to E')\,dE'$ that into $dE'$. For any central force, classical or quantum, the balance relations are
$$f_m(\mathbf v)W(\mathbf v\to\mathbf v')=f_m(\mathbf v')W(\mathbf v'\to\mathbf v). \tag{10}$$
$$\frac{K(E\to E')}{K(E'\to E)}=\sqrt{\frac{E'}{E}}\;e^{-(E'-E)/kT},\qquad E'>E. \tag{11}$$
The weight for rates $K$ is thus $\sqrt E\,e^{-E/kT}$; for cross-sections $K/(nv)$ it is $E\,e^{-E/kT}$.

The equilibrium energy density is
$$P(E)=\frac{2}{\sqrt\pi\,(kT)^{3/2}}\sqrt E\,e^{-E/kT}. \tag{3}$$
The mean energy change rate $A$ and straggling rate $B$ are
$$A(E)=\int_0^\infty(E'-E)\,K(E\to E')\,dE',\qquad B(E)=\int_0^\infty(E'-E)^2K(E\to E')\,dE'. \tag{14}$$
They satisfy
$$\int_0^\infty PA\,dE=0,\qquad \int_0^\infty P\,E\,A\,dE=-\frac12\int_0^\infty P\,B\,dE. \tag{16}$$

To find the size of the rates, take classical hard spheres of contact distance $d$. Scattering is then isotropic in the centre-of-mass frame at all speeds, with differential cross-section $\sigma=\sigma_t/4\pi$ and $\sigma_t=\pi d^2$.

## 9. Rate of a given velocity change

By (5) and (7) the velocity changes by $\mathbf v'-\mathbf v=(\mu/m)(\mathbf g'-\mathbf g)$, since $b=\mu/m$. The rate density for $\mathbf v\to\mathbf v'$ is
$$W=\frac{n\sigma_t}{4\pi}\int d^3V\,f_M(\mathbf V)\;g\int d\Omega'\;\delta^3\!\left(\mathbf v'-\mathbf v-\frac\mu m(\mathbf g'-\mathbf g)\right).$$
The integral over directions at fixed length can be written as one over a free vector $\mathbf g'$. For any function $Q$,
$$\int d^3g'\,\delta(g'^2-g^2)\,Q(\mathbf g')=\int d\Omega'\int_0^\infty g'^2dg'\,\frac{\delta(g'-g)}{2g}\,Q=\frac g2\int d\Omega'\,Q ,$$
so $g\int d\Omega'Q=2\int d^3g'\,\delta(g'^2-g^2)Q$. The three-dimensional delta function then sets $\mathbf g'=\mathbf g+\mathbf w$, with $\mathbf w=(m/\mu)(\mathbf v'-\mathbf v)$, and contributes a factor $(m/\mu)^3$:
$$W=\frac{n\sigma_t}{2\pi}\left(\frac m\mu\right)^3\int d^3V\,f_M(\mathbf V)\,\delta(2\mathbf g\cdot\mathbf w+w^2).$$

Let $u=|\mathbf v'-\mathbf v|$, and let $\parallel$ denote components along $\mathbf v'-\mathbf v$. Since $\mathbf g\cdot\mathbf w=w(v_\parallel-V_\parallel)$, the delta function equals $\delta(V_\parallel-v_\parallel-w/2)/(2w)$. The two perpendicular components of $\mathbf V$ integrate to one. With $w=(m/\mu)u$,
$$W=\frac{n\sigma_t}{4\pi}\left(\frac m\mu\right)^2\frac1u\sqrt{\frac{M}{2\pi kT}}\;e^{-MV_\parallel^2/2kT},\qquad V_\parallel=v_\parallel+\frac{m}{2\mu}u. \tag{18}$$

The component $v_\parallel$ follows from $v'^2=v^2+2uv_\parallel+u^2$. With $\omega=E'-E$ this gives $v_\parallel=\omega/(mu)-u/2$. Because $m/\mu=1+m/M$,
$$V_\parallel=\frac{\omega}{mu}+\frac{mu}{2M}. \tag{19}$$
A given change of velocity thus selects one value of the gas atom's velocity component. With momentum transfer $q=mu$, the second term is half the recoil speed $q/M$.

## 10. The energy kernel

Sum $W$ over the final directions. From $E'=mv'^2/2$ we have $v'^2dv'=(v'/m)\,dE'$. If $\theta$ is the angle between $\mathbf v$ and $\mathbf v'$, then $u^2=v^2+v'^2-2vv'\cos\theta$, so $|d\cos\theta|=u\,du/(vv')$. Hence
$$K(E\to E')=\frac{2\pi}{mv}\int_{|v-v'|}^{v+v'}u\,W\,du=\frac{n\sigma_t}{2mv}\left(1+\frac mM\right)^2\sqrt{\frac{M}{2\pi kT}}\int_{|v-v'|}^{v+v'}e^{-MV_\parallel^2/2kT}\,du. \tag{20}$$

Squaring (19) gives
$$\frac{MV_\parallel^2}{2kT}=\frac{\alpha^2}{u^2}+\frac{\omega}{2kT}+\beta^2u^2,\qquad \alpha=\frac\omega m\sqrt{\frac{M}{2kT}},\quad \beta=\frac{m}{\sqrt{8MkT}}. \tag{21}$$
The balance relation can now be seen directly. The limits and the terms $\alpha^2/u^2$ and $\beta^2u^2$ do not change when $E$ and $E'$ are exchanged. The cross term gives $e^{-(E'-E)/2kT}$. Therefore $v\,e^{-E/kT}K(E\to E')$ equals $e^{-(E+E')/2kT}$ times a symmetric factor, and $v\propto\sqrt E$.

For the integral, note that $2\alpha\beta=\omega/2kT$ and differentiate:
$$\frac{d}{du}\left[e^{2\alpha\beta}\operatorname{erf}\!\left(\beta u+\frac\alpha u\right)+e^{-2\alpha\beta}\operatorname{erf}\!\left(\beta u-\frac\alpha u\right)\right]=\frac{4\beta}{\sqrt\pi}\,e^{-\beta^2u^2-\alpha^2/u^2}.$$
The first term supplies $(2/\sqrt\pi)(\beta-\alpha/u^2)$ and the second $(2/\sqrt\pi)(\beta+\alpha/u^2)$, each times the same exponential. The constants combine as $\sqrt{M/2\pi kT}\,\sqrt\pi/(4\beta)=M/(2m)$. With the factor $e^{-\omega/2kT}$ from (21),
$$K=\frac{n\sigma_t(m+M)^2}{4m^2Mv}\left[\operatorname{erf}\!\left(\beta u+\frac\alpha u\right)+e^{-\omega/kT}\operatorname{erf}\!\left(\beta u-\frac\alpha u\right)\right]_{u=|v-v'|}^{u=v+v'}. \tag{22}$$
Since $1/(mv)=v/(2E)$, the prefactor is also $n\sigma_tv/(2\Lambda E)$, where $\Lambda=4mM/(m+M)^2$ is the largest fraction of its energy that the atom can lose to a gas atom at rest.

## 11. Far above the thermal energy

Let $E$ and $E'<E$ be far above $kT$ at a fixed mass ratio. With $c=\sqrt{2kT/M}$, the arguments of the first error function are
$$\frac{(m/M)(v+v')-(v-v')}{2c}\ \text{(upper limit)},\qquad \frac{(m/M)(v-v')-(v+v')}{2c}\ \text{(lower limit)}.$$
For $v'/v>|M-m|/(M+m)$, which is the same as $E'>(1-\Lambda)E$, the first is large and positive and the second large and negative. The difference of the error functions is then 2. For smaller $E'$ the two have the same sign and the difference tends to zero. The second term of (22) is also negligible away from the edge. There $1-\operatorname{erf}x\le e^{-x^2}$ with $x=\beta u+|\alpha|/u$, and $x^2=(\beta u-|\alpha|/u)^2+|\omega|/kT$. The last part cancels the growing factor $e^{|\omega|/kT}$, and the rest is small. Thus
$$K(E\to E')\approx\frac{n\sigma_tv}{\Lambda E},\qquad (1-\Lambda)E<E'<E, \tag{23}$$
the flat loss distribution of a target at rest.

Detailed balance now supplies the gains, which a target at rest cannot give. Multiply the downward rate from $E'=E+\omega$ to $E$ by ratio (11). The powers of $E'$ cancel, $v'/E'$ being proportional to $E'^{-1/2}$, and
$$K(E\to E+\omega)\approx\frac{n\sigma_tv}{\Lambda E}\,e^{-\omega/kT},\qquad 0<\omega<\frac{\Lambda E}{1-\Lambda}. \tag{24}$$
The upper limit on $\omega$ is the condition $E>(1-\Lambda)E'$ of (23); for equal masses, where $\Lambda=1$, there is none. It lies many $kT$ above $E$, so what is beyond it is negligible in the total. The flat distribution continues above $E$ as an exponential tail of width $kT$. Its integral, divided by the collision rate $n\sigma_tv$, says that a fraction of about $kT/(\Lambda E)$ of all collisions are upward.

## 12. Example: magnesium atoms in argon

Take neutral magnesium, $m=24.305$ u, in argon, $M=39.948$ u. The gas values are rough but in the regime of a sputter-fed source: 5 mTorr, 500 K, $d=0.40$ nm. Then $kT=0.04309$ eV, $\Lambda=0.9407$ and $\sigma_t=0.5027\ \text{nm}^2$. The density is $n=p/kT=9.656\times10^{13}\ \text{cm}^{-3}$, so $n\sigma_t=48.54\ \text{m}^{-1}$.

**A pair of transfers.** Let $E_1=0.05$ eV and $E_2=0.15$ eV, with speeds 630.1 and 1091.3 m/s. The limits in (22) are $u=461.2$ and $1721.4$ m/s, and $c=456.2$ m/s. For the upward transfer, $(\beta u,\alpha/u)$ is $(1.1478,\,0.5055)$ at the upper limit and $(0.308,\,1.887)$ at the lower. The Boltzmann factor is $e^{-0.10/0.04309}=0.09818$. The bracket is
$$[\operatorname{erf}(1.653)-\operatorname{erf}(2.194)]+0.09818\,[\operatorname{erf}(0.642)+\operatorname{erf}(1.579)]$$
$$=-0.0175+0.09818\times1.6108=0.1407 .$$
The prefactor is $48.54\times630.1/(2\times0.9407\times0.05)=3.251\times10^5\ \text{s}^{-1}\text{eV}^{-1}$, so
$$K(E_1\to E_2)=4.57\times10^4\ \text{s}^{-1}\text{eV}^{-1}.$$
For the reverse transfer $\alpha$ changes sign, and the two differences of error functions change places. The bracket is $1.6108-0.0175/0.09818=1.433$ and the prefactor is $1.877\times10^5\ \text{s}^{-1}\text{eV}^{-1}$, which gives $K(E_2\to E_1)=2.69\times10^5\ \text{s}^{-1}\text{eV}^{-1}$. The ratio is 0.170, in accordance with
$$\sqrt{0.15/0.05}\times0.09818=1.7321\times0.09818=0.1701 .$$
Using the cross-section weight with these rates would have given $3\times0.09818=0.295$.

**Loss statistics.** Integrating the kernel numerically over $E'$ gives the collision rate, the upward fraction, $A$ and $B$:

| Quantity | at 0.05 eV | at 1 eV |
|---|---|---|
| collision rate (s⁻¹) | $3.85\times10^4$ | $1.386\times10^5$ |
| upward fraction | 0.542 | 0.0452 |
| $A$ (eV/s) | $+511$ | $-6.04\times10^4$ |
| $B$ (eV²/s) | 83.6 | $3.74\times10^4$ |

At 0.05 eV the atom gains on average $511/(3.85\times10^4)=0.013$ eV per collision. The root-mean-square transfer is $\sqrt{83.6/(3.85\times10^4)}=0.047$ eV, so a single collision is dominated by fluctuation. At 1 eV the mean loss per collision is 0.44 eV.

The upward fraction at 1 eV agrees closely with the estimate $kT/(\Lambda E)=0.0458$ from (24). Equation (23) gives $1.454\times10^5\ \text{s}^{-1}\text{eV}^{-1}$ for the transfer from 1 to 0.5 eV, and (22) gives $1.453\times10^5$. The mean loss rate is more sensitive to the gas temperature. A gas at rest would give $n\sigma_tv\,\Lambda E/2=6.43\times10^4$ eV/s, about 6.5 % more than the thermal gas.

**The equilibrium average of straggling.** For hard spheres the average in (16) can be done in closed form. From $\mathbf v=\mathbf G+(\mu/m)\mathbf g$, the energy change is $E'-E=\mu\,\mathbf G\cdot(\mathbf g'-\mathbf g)$. In equilibrium $\mathbf G$ is independent of $\mathbf g$, and each of its components has variance $kT/(m+M)$. Isotropic scattering makes the mean of $|\mathbf g'-\mathbf g|^2$ equal to $2g^2$. The collision rate brings a further factor $g$, and for a Maxwellian of mass $\mu$ the mean of $g^3$ is $(4/\sqrt\pi)(2kT/\mu)^{3/2}$. Hence
$$\int_0^\infty PB\,dE=n\sigma_t\frac{2\mu^2kT}{m+M}\cdot\frac{4}{\sqrt\pi}\left(\frac{2kT}{\mu}\right)^{3/2}=\frac{16\sqrt2}{\sqrt\pi}\,\frac{n\sigma_t\,\mu^{1/2}(kT)^{5/2}}{m+M}. \tag{25}$$
Here this is $3.808\,n\sigma_t\sqrt{kT/m}\,(kT)^2=142\ \text{eV}^2/\text{s}$, and (16) fixes $\int PEA\,dE$ at $-71\ \text{eV}^2/\text{s}$.

## 13. The model beside a real source

**Soft repulsion.** Real atoms are not hard. For a repulsion $C/r^{12}$, equating $C/r^{12}$ to an energy proportional to $g^2$ gives a distance proportional to $g^{-1/6}$ and a cross-section proportional to $g^{-1/3}$. Keep isotropic scattering, and hold the cross-section at $\sigma_t$ for the mean relative speed $\sqrt{8kT/\pi\mu}$. Numerical integration over gas velocities then lowers both rates between $E_1$ and $E_2$ to 0.904 of their hard-sphere values and leaves their ratio at 0.170. The collision rate at 1 eV falls to 0.663 of its former value. These factors show the effect of one change of force law; they are not an error estimate, because the contact distance is itself an assumed value. The absolute rates, and the path lengths derived from them, are rough, and at 1 eV they could be wrong by a factor of two or more. The ratio is not affected by this cause.

**Temperature and flow.** The ratio does respond to the state of the gas. Argon 10 % hotter than assumed raises it by the factor $e^{2.321(1-1/1.1)}=1.235$. If the gas drifts with velocity $\mathbf s$, relation (10) holds with velocities measured from $\mathbf s$, and the ratio of opposite velocity changes gains the factor $e^{m\mathbf s\cdot(\mathbf v'-\mathbf v)/kT}$. Averaged over initial directions, the logarithm of the energy ratio changes by at most $ms(v+v')/kT$. For $s=20$ m/s this bound is 0.20, but it is far from being reached: in the average over directions the term linear in $\mathbf s$ cancels, and for the pair $E_1,E_2$ the logarithm changes by only 0.003. Drift matters mainly for rates resolved by direction.

**Walls.** At $E_1$ the mean free path is $630.1/(3.85\times10^4)$ m, or 16 mm, which is 0.16 of a 100 mm chamber. At 1 eV the speed is 2818 m/s, and $E/|A|$ is 17 µs. Their product is a path of 47 mm, over which the mean energy falls by roughly a factor $e$ (to 0.39 of its starting value in the hard-sphere model; the median falls further, to 0.27). This rule fails near thermal energies, where gains offset the losses. In the hard-sphere model an atom starting at 1 eV first falls below the mean thermal energy after a path that averages about two and a half such lengths, some 120 mm in about six collisions. The path is a zigzag, and the net displacement averages about 70 mm, still comparable with the chamber. Atoms may reach a wall before they are thermal. Walls change the population of magnesium atoms but not the kernel of the gas.

**Smaller effects.** The de Broglie wavelength at the mean relative speed is 0.032 nm, or 0.08 of $d$. Diffraction adds a narrow forward peak, which roughly doubles the total cross-section of hard spheres but transfers little energy. For real atoms the long-range attraction, absent from this model, adds many more such grazing collisions and makes the total cross-section larger still. The collision rates and mean free path quoted here are the classical hard-sphere ones, without this peak. The balance relation is unaffected, since the proof admits a quantum cross-section. For a 1 eV atom and a gas atom at rest the collision energy is 0.62 eV, well below the lowest magnesium excitation at roughly 2.7 eV. The measure of three-body encounters, $nd^3$, is $6\times10^{-9}$.

A running source also contains ions and electrons, and the discharge may heat the argon unevenly. Ionization and charge exchange lie outside the elastic model. The result also does not carry over unchanged to an implanted ion coming to rest in a crystal. Binding of the target atoms changes the kernel, though it does not by itself break detailed balance if the crystal is in thermal equilibrium. But a slow ion interacts with several atoms at once and has potential energy of its own, so a description by kinetic energy between separate two-body collisions no longer applies.

Numerical values quoted here were computed with a short program.
